# How mechanical pressure shifts the gate pressure of a flexible host

## Problem

A flexible porous crystal has two forms. In the closed form a cell is empty. In the open form the cell is larger by $\Delta V=0.3\ \mathrm{nm^3}$ and holds four guest molecules, supplied by an ideal gas at $T=300$ K. The gate pressure is the gas pressure at which the two forms are in equilibrium.

A mechanical pressure $P=50$ MPa is now applied to the framework, independently of the gas pressure $p$. One may picture a piston that presses on the crystal but lets the gas pass. Show that the gate pressure rises about 2.5-fold.

Nanometres, megapascals and millielectronvolts are natural here. A useful conversion is $1\ \mathrm{MPa\,nm^3}=10^{-21}$ J.

## A tempting solution

To open, a cell must push back the mechanical load, which costs the work

$$
P\Delta V=50\ \mathrm{MPa}\times0.3\ \mathrm{nm^3}=15\ \mathrm{MPa\,nm^3}=93.6\ \mathrm{meV}.
$$

At 300 K the thermal energy is $k_BT=25.85$ meV. The Boltzmann weight of the open cell therefore falls by the factor

$$
e^{P\Delta V/k_BT}=e^{93.6/25.85}=37.4 .
$$

The gas has to make up for this loss, so its pressure must rise 37.4-fold.

## Where it fails

The work and the Boltzmann factor are right. The fault is in the last sentence, which assumes that the weight of the open cell is proportional to the gas pressure. That would hold for a cell that takes up one guest. A cell filled with four guests has a weight proportional to $p^4$, because each guest taken from an ideal gas brings one factor of $p$. If the gate pressure rises by a factor $r$, the balance is

$$
r^4=37.4,\qquad r=37.4^{1/4}=2.47 .
$$

This repair relies on two things still to be shown: that each guest contributes one factor of $p$, and that "four guests" is the right count when the cell is not quite full. The thermodynamic derivation settles both.

## Solution

**The potential.** The number of host cells is fixed, while $T$, $P$ and the chemical potential $\mu$ of the guests are imposed from outside. The quantity that is lowest in equilibrium is then the osmotic potential, per cell

$$
\Omega=F_{\rm host}(T,V)+PV-k_BT\ln\Xi(T,V,\mu),\qquad
\Xi=\sum_N e^{N\mu/k_BT}Z_N .
$$

Here $F_{\rm host}$ is the free energy of the empty framework at cell volume $V$, and $Z_N$ is the partition function of $N$ guests in the cell. Each form sits at a local minimum of $\Omega$ with respect to $V$.

Because $\partial\Omega/\partial V=0$ at that minimum, a small change of $P$ alters $\Omega$ only through the explicit term $PV$:

$$
\left(\frac{\partial\Omega}{\partial P}\right)_{T,\mu}=V .
$$

For the chemical potential, differentiating the sum brings down a factor $N/k_BT$ in each term:

$$
\left(\frac{\partial\Omega}{\partial\mu}\right)_{T,P}
=-k_BT\,\frac{1}{\Xi}\sum_N\frac{N}{k_BT}\,e^{N\mu/k_BT}Z_N=-\langle N\rangle .
$$

At fixed temperature each form thus obeys $d\Omega=V\,dP-\langle N\rangle\,d\mu$.

**The coexistence line.** At the gate $\Omega_{\rm open}=\Omega_{\rm closed}$. If $P$ is raised and the gas is adjusted to stay at the gate, the two potentials must change equally:

$$
V_{\rm open}\,dP-\langle N\rangle_{\rm open}\,d\mu
=V_{\rm closed}\,dP-\langle N\rangle_{\rm closed}\,d\mu .
$$

With $\Delta V=V_{\rm open}-V_{\rm closed}$ and $\Delta N=\langle N\rangle_{\rm open}-\langle N\rangle_{\rm closed}$ this becomes

$$
\Delta V\,dP=\Delta N\,d\mu .
$$

**The gas.** For $M$ ideal-gas molecules in a volume $V_g$ the partition function is $(qV_g)^M/M!$, where $q$ depends on temperature alone. Adding one molecule multiplies it by $qV_g/(M+1)\approx qV_g/M$. The chemical potential is the free energy of this addition, and $V_g/M=k_BT/p$, so

$$
\mu=-k_BT\ln\frac{qV_g}{M}=k_BT\ln\frac{p}{q\,k_BT},\qquad d\mu=k_BT\,d\ln p .
$$

This is the one factor of $p$ per guest that the repair needed.

**The result.** Combining the last two results gives the slope of the gate pressure $p_g$,

$$
\frac{d\ln p_g}{dP}=\frac{\Delta V}{\Delta N\,k_BT}. \tag{1}
$$

If $\Delta V$ and $\Delta N$ do not change along the line, integration from zero load to $P$ gives

$$
r\equiv\frac{p_g(P)}{p_g(0)}=e^{x},\qquad x=\frac{P\Delta V}{\Delta N\,k_BT}. \tag{2}
$$

For the given data $\Delta N\,k_BT=4\times25.85=103.4$ meV, hence

$$
x=\frac{93.6}{103.4}=0.905,\qquad r=e^{0.905}=2.47 ,
$$

which is the 2.5-fold rise to be shown. Each guest carries a quarter of the work, 23.4 meV, slightly less than $k_BT$. The pressure that raises the gate by a factor $e$ is $\Delta N\,k_BT/\Delta V=55.2$ MPa, so 50 MPa is just short of one e-fold.

The sign follows from $\Delta V>0$: the load favours the smaller form, and more gas is needed to open it. A host that shrank by $0.3\ \mathrm{nm^3}$ on taking up four guests would have its gate lowered, by the factor $1/2.47=0.40$.

## When the cell is not full

Equation (1) contains the mean gain of guests at the gate, not the number of places for them. The difference can be followed in a simple model. Let the open cell have four independent sites, each with Langmuir constant $K$, unaffected by the load, and let the closed cell stay empty. Each site is either empty, with weight 1, or filled, with weight $Kp$, so $\Xi_{\rm open}=(1+Kp)^4$ and $\Xi_{\rm closed}=1$. If $\Delta F$ is the free energy needed to open the empty host, the gate condition reads

$$
\Delta F+P\Delta V=4k_BT\ln(1+Kp_g).
$$

Let $p_1$ be the gate without load and $p_2$ the gate with load. Subtracting the two conditions removes $\Delta F$:

$$
P\Delta V=4k_BT\ln\frac{1+Kp_2}{1+Kp_1}
\quad\Rightarrow\quad 1+Kp_2=(1+Kp_1)\,e^{x},
$$

with $x=P\Delta V/4k_BT$ as before. Solving for $p_2$ and dividing by $p_1$,

$$
\frac{p_2}{p_1}=\frac{(1+Kp_1)e^x-1}{Kp_1}=e^x+\frac{e^x-1}{Kp_1}. \tag{3}
$$

For $Kp_1\gg1$ the sites are full at the gate and equation (2) returns. Otherwise, for $x>0$, the ratio is larger, because a cell with fewer guests gains less from a given rise in $\ln p$. At 90 per cent filling $Kp_1=9$, the guest gain at the unloaded gate is 3.6, and the ratio is $2.47+1.47/9=2.64$. For a cell with four sites, the statement in the problem therefore needs an open form that is close to full at the gate. More generally it needs a mean gain near four along the line. With five sites, for example, $x=P\Delta V/5k_BT=0.724$, and equation (3) gives a ratio of 2.5 at $Kp_1=2.43$, about 71 per cent filling, while the gain grows from 3.5 to 4.3.

Equation (1) itself does not need full cells. It was tested on a host whose open form has four sites in a ring, with $Kp_1=1$ and an attraction of $0.5\,k_BT$ between neighbouring guests, and whose closed form has one weak site with $Kp_1=0.05$. Summing over all site occupations gives a guest gain that grows from 2.57 at the unloaded gate to 3.40 at 50 MPa. Integrating equation (1) with this changing gain, and solving the gate condition directly, give the same ratio, 3.26. With the sites practically full and the closed cell empty, the same explicit sum gives 2.47.

## How sharp is the gate?

A single cell does not open at one definite pressure. It is open with probability $f=1/(1+e^{\Delta\Omega/k_BT})$, where $\Delta\Omega=\Omega_{\rm open}-\Omega_{\rm closed}$. Between $f=0.1$ and $f=0.9$, $\Delta\Omega/k_BT$ falls from $\ln9$ to $-\ln9$. For a full cell it falls by 4 for each unit of $\ln p$, so the switching range is

$$
\delta\ln p=\frac{2\ln 9}{4}=1.10 .
$$

This is wider than the shift $x=0.905$. Cells that opened independently would show a broad rise in uptake, displaced by less than its own width. If $n$ cells switch as one domain, $\Delta\Omega$ is multiplied by $n$ and the range is divided by $n$; for $n=1000$ it is 0.0011. A step-like gate thus requires cooperation between cells. The position of the midpoint, and with it equation (2), does not depend on $n$ in this two-state picture.

## A real case and the neglected effects

The data lie in the regime of carbon dioxide in ELM-11, a layered copper framework that expands mainly along its stacking direction and takes up roughly two molecules per copper centre in its first step. A cell with two copper centres then gains four guests. The volume gain of $0.3\ \mathrm{nm^3}$ and an unloaded gate of 100 kPa near room temperature are rough typical values. With them the model puts the loaded gate at $2.47\times100=247$ kPa, or about 1850 Torr. This is a prediction of the model, not a measured shift. Several of the effects left out are sized below one at a time, with everything else held fixed. A change of guest binding as the load compresses the open cell is not included.

**Push of the gas on the framework.** The gas also presses on the crystal, so the total load rises from $p_1$ to $P+p_2$ rather than from zero to $P$. Equation (2) becomes $\ln r=x+(r-1)\,p_1\Delta V/(\Delta N\,k_BT)$. The coefficient of $r-1$ is $0.1/55.2=0.0018$, and $r$ becomes 2.48.

**Non-ideal gas.** With a second virial coefficient $B_2$ the volume per mole is $RT/p+B_2$, and integrating $d\mu=(RT/p+B_2)\,dp$ per mole gives $\ln r=x-(r-1)B_2p_1/RT$. A rough value for carbon dioxide, $B_2=-120\ \mathrm{cm^3/mol}$, leads to $r=2.49$. The correction grows with the gate pressure. At 200 MPa of load equation (2) would give $r=37.4$ and a gate near 3.7 MPa, where the virial term adds about 0.18 to $\ln r$ at first order. Solving the equation self-consistently gives 0.22 and a gate near 4.7 MPa. Higher virial terms and the push of the gas raise it further, so the ideal-gas form is no longer good.

**Elastic softness.** Let the open cell have volume $V_o$ at zero load and bulk modulus $B$, with elastic energy $B(V-V_o)^2/2V_o$. Under load the minimum moves to $V=V_o(1-P/B)$. The elastic energy there is $P^2V_o/2B$, and the term $PV$ is $PV_o-P^2V_o/B$, so the cost of the open form is

$$
PV_o-\frac{P^2V_o}{2B}.
$$

With the rough values $V_o=1.4\ \mathrm{nm^3}$ and $B=5$ GPa, and a rigid closed cell, the second term is $0.35\ \mathrm{MPa\,nm^3}$ out of the 15 in $P\Delta V$. The ratio drops to 2.42. A layered crystal may be softer than this along its stacking direction. With $B=1$ GPa and the closed cell still rigid, the correction would be five times larger, $x$ would fall to 0.80, and the ratio to about 2.2. Compression of the closed cell works the other way, by an amount set by its own modulus. With the same $B$ in both forms the correction to the work is only $P^2\Delta V/2B$, and the ratio is 2.42 even at 1 GPa. With 1 GPa for the open form and 5 GPa for the closed form little is offset and the ratio is 2.26; with the two moduli exchanged it rises to 2.63.

**Hysteresis.** A real host may stay closed beyond equilibrium and open when $\Delta\Omega$ has reached some negative value $-w$ per cell. For a full cell this multiplies the opening pressure by $e^{w/4k_BT}$, which is 1.28 for $w=k_BT$. If $w$ is the same with and without load, the factor cancels and the ratio remains 2.47. If an overdrive of $k_BT$ appears only under load, the ratio of opening pressures is $2.47\times1.28=3.2$; if it is present only without load, the ratio is $2.47/1.28=1.9$. Equation (2) should therefore be compared with an equilibrium gate, or with opening pressures whose overdrive is known not to change.

**Uneven load.** In a pressed powder the contacts between grains do not pass on the load evenly. Since $x$ is proportional to the local pressure, a grain that feels 25 MPa has its gate raised by $2.47^{1/2}=1.6$, and one that feels 75 MPa by $2.47^{3/2}=3.9$. The step is then spread out as well as shifted. The direction of the load matters too: $P\Delta V$ stands for the work done against the load on opening. In a layered host that expands only along its stacking direction, a load along that direction enters in full, while a load within the layers does almost no work on opening. If the layers also change their in-plane size or slide over one another, or if the grain is tilted to the load, the work has to be found from the strain along each loaded direction.

For these numbers each of the two gas corrections is below one per cent of the ratio, and together they come to about one per cent, whereas a load-dependent overdrive or an uneven load can change it by tens of per cent. Temperature also enters through $k_BT$. With $P$, $\Delta V$ and $\Delta N$ unchanged, cooling to 273 K raises $x$ by the factor $300/273$ and the ratio to 2.70, where both gates are taken at 273 K.

The numerical output below lists the main inputs and results; the remaining estimates follow from them by the formulas given above.

## Table of computed values

```
Temperature: 300 K
Volume gain per cell: 0.3 nm^3
Guest gain per cell: 4
Mechanical pressure: 50 MPa
Thermal energy kT: 25.85 meV
Mechanical work per cell: 93.6 meV
Mechanical work per guest: 23.4 meV
Guest gain times kT: 103.4 meV
Exponent: 0.9054 (no unit)
Gate pressure ratio, formula: 2.473
Gate pressure ratio, explicit sum, full cell: 2.473
Pressure for an e-fold rise: 55.2 MPa
Pressure for a rise of exactly 2.5: 50.6 MPa
Unloaded gate (rough input): 100 kPa
Loaded gate: 247 kPa = 1855 Torr
Wrong ratio if work is not shared by guests: 37.4
Ratio if the cell shrank by the same volume: 0.404
Partly filled test host, guest gain unloaded: 2.57
Partly filled test host, guest gain loaded: 3.40
Partly filled test host, ratio: 3.26
90 percent filling, guest gain at unloaded gate: 3.60
90 percent filling, ratio: 2.636
Switching width in ln p, one cell: 1.099
Switching width in ln p, 1000 cells: 0.00110
Hysteresis overdrive per cell (input): 1.0 kT
Factor on each gate from this overdrive: 1.284
Ratio with the same overdrive at both loads: 2.473
Ratio if overdrive appears only under load: 3.175
Ratio with gas pressure on framework: 2.479
Second virial coefficient (rough input): -120 cm^3/mol
Ratio with non-ideal gas: 2.491
Open cell volume (rough input): 1.4 nm^3
Open cell bulk modulus (rough input): 5 GPa
Ratio with soft open cell, rigid closed cell: 2.421
Ratio at 273 K: 2.704
```
